# Absorption of light by undoped and doped graphene: a program that tests the result

```python
"""Universal light absorption of graphene, and Pauli blocking.

Result under test: a clean sheet of Dirac electrons, H = v sigma.k, with
fourfold spin-valley degeneracy absorbs the fraction pi*alpha of weak normally
incident light (leading order in alpha), whatever the velocity v and the
photon energy w. Chemical potential mu and thermal energy kT multiply this by
F = sinh(w/2kT) / (cosh(mu/kT) + cosh(w/2kT)), a step at w = 2|mu| for kT -> 0.
Including the field radiated by the undoped sheet, the absorbed fraction is
pi*alpha / (1 + pi*alpha/2)^2.
Hartree atomic units, 4 pi eps0 = 1, c = 1/alpha, electron charge -1.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

alpha = const.fine_structure
c = 1.0 / alpha
universal = np.pi * alpha
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
hartree_K = const.physical_constants["hartree-kelvin relationship"][0]


def blocking_factor(w, mu, kT):
    return np.sinh(w / (2 * kT)) / (np.cosh(mu / kT) + np.cosh(w / (2 * kT)))


# ---------- interband matrix element from numerical eigenvectors ----------
sigma_x = np.array([[0, 1], [1, 0]], dtype=complex)
for phi in (0.3, 1.1, 2.5, 4.0):
    h = np.array([[0, np.exp(-1j * phi)], [np.exp(1j * phi), 0]])
    vec = np.linalg.eigh(h)[1]
    element = vec[:, 1].conj() @ sigma_x @ vec[:, 0]
    assert abs(abs(element)**2 - np.sin(phi)**2) < 1e-12


# ---------- real-time response of Dirac electrons to a weak pulse ----------
class PulseRun:
    """Propagate both band states at every k through a weak light pulse."""

    def __init__(self, v, w0):
        self.v, self.w0 = v, w0
        s = 12.0 / w0                       # pulse duration parameter
        dt = 0.025 / w0
        a0 = 0.01 / (v * s * np.sqrt(2 * np.pi))
        n_steps = int(round(12 * s / dt))
        t = -6 * s + dt * (np.arange(n_steps) + 0.5)
        envelope = a0 * np.exp(-t**2 / (2 * s**2))
        vector_potential = envelope * np.cos(w0 * t)
        field = envelope * (t / s**2 * np.cos(w0 * t) + w0 * np.sin(w0 * t))
        self.fluence = c / (4 * np.pi) * np.sum(field**2) * dt

        n_k, n_phi = 200, 6
        self.gap = 2 * w0 * (np.arange(n_k) + 0.5) / n_k   # equals 2 v k
        self.k = self.gap / (2 * v)
        self.dk = self.k[1] - self.k[0]
        phi = 2 * np.pi * (np.arange(n_phi) + 0.25) / n_phi
        kc = self.k[:, None] * np.exp(1j * phi)[None, :]   # kx + i ky
        phase = np.exp(1j * phi)[None, :] * np.ones((n_k, 1))
        band = np.array([-1.0, 1.0])[:, None, None]
        up = np.ones((2, n_k, n_phi), dtype=complex) / np.sqrt(2)
        down = band * phase[None] / np.sqrt(2)
        for a in vector_potential:
            q = kc + a
            size = np.abs(q)
            cos_part = np.cos(v * size * dt)
            sin_part = -1j * np.sin(v * size * dt) / size
            up, down = (cos_part * up + sin_part * q.conj() * down,
                        cos_part * down + sin_part * q * up)
        energy = 2 * v * np.real(up.conj() * kc.conj() * down)
        start = band * v * self.k[None, :, None]
        self.gain = np.mean(energy - start, axis=2)        # [band, k]
        transform = np.exp(1j * np.outer(self.gap, t)) @ field * dt
        self.spectrum = np.abs(transform)**2

    def absorbed_fraction(self, mu, kT):
        e = self.v * self.k
        filled_lower = expit((mu + e) / kT)
        filled_upper = expit((mu - e) / kT)
        per_k = filled_lower * self.gain[0] + filled_upper * self.gain[1]
        total = 4 * np.sum(self.k * per_k) * self.dk / (2 * np.pi)
        return total / self.fluence


runs = [PulseRun(0.4, 0.05), PulseRun(0.8, 0.03)]
pulse_results = []
for run in runs:
    w0 = run.w0
    cold = 1e-5 * w0
    undoped = run.absorbed_fraction(0.0, cold)
    below = run.absorbed_fraction(0.3 * w0, cold)    # 2 mu = 0.6 w0
    blocked = run.absorbed_fraction(0.7 * w0, cold)  # 2 mu = 1.4 w0
    hole_doped = run.absorbed_fraction(-0.7 * w0, cold)
    warm = run.absorbed_fraction(0.5 * w0, 0.04 * w0)
    factor = blocking_factor(run.gap, 0.5 * w0, 0.04 * w0)
    warm_formula = (universal * np.sum(run.spectrum * factor)
                    / np.sum(run.spectrum))
    # time step and finite pulse strength limit the accuracy to about 1e-4
    assert abs(undoped / universal - 1) < 5e-4
    assert abs(below / universal - 1) < 5e-4
    assert abs(blocked) < 1e-5 * universal
    assert abs(hole_doped) < 1e-5 * universal
    assert abs(warm / warm_formula - 1) < 1e-3
    pulse_results.append((run.v, w0, undoped, blocked, warm, warm_formula))


# ---------- honeycomb lattice, both valleys, true energy contours ----------
hopping = 0.1
v_model = 0.4
bond = 2 * v_model / (3 * hopping)
neighbours = bond * np.array([[0, 1], [np.sqrt(3) / 2, -0.5],
                              [-np.sqrt(3) / 2, -0.5]])
corner = np.array([4 * np.pi / (3 * np.sqrt(3) * bond), 0.0])


def off_diagonal(k):
    return -hopping * np.sum(np.exp(1j * neighbours @ k))


def hamiltonian(k):
    f = off_diagonal(k)
    return np.array([[0, f], [np.conj(f), 0]])


def lattice_response(w, n_phi=60):
    """Joint density of states, mean square velocity elements, absorption."""
    step = 1e-5 / bond
    density = 0.0
    strength = np.zeros(2)
    for valley in (corner, -corner):
        for phi in 2 * np.pi * (np.arange(n_phi) + 0.3) / n_phi:
            n = np.array([np.cos(phi), np.sin(phi)])

            def energy(q):
                return abs(off_diagonal(valley + q * n))

            q = brentq(lambda x: energy(x) - w / 2, 0.0, corner[0] / 2,
                       xtol=1e-14, rtol=1e-13)
            slope = (energy(q + step) - energy(q - step)) / (2 * step)
            weight = 2 * (2 * np.pi / n_phi) / (2 * np.pi)**2
            weight *= q / abs(2 * slope)
            k = valley + q * n
            vec = np.linalg.eigh(hamiltonian(k))[1]
            density += weight
            for axis in range(2):
                dk = step * np.eye(2)[axis]
                velocity = (hamiltonian(k + dk) - hamiltonian(k - dk))
                velocity = velocity / (2 * step)
                element = vec[:, 1].conj() @ velocity @ vec[:, 0]
                strength[axis] += weight * abs(element)**2
    absorption = 4 * np.pi**2 * alpha * strength / w
    return density, strength / density, absorption


small_q = 1e-4 / bond
slope_at_corner = abs(off_diagonal(corner + [0, small_q])) / small_q
assert abs(slope_at_corner / v_model - 1) < 1e-3

w_low = 0.02 * hopping
density, mean_square, absorption = lattice_response(w_low)
assert abs(density / (w_low / (2 * np.pi * v_model**2)) - 1) < 1e-3
assert np.allclose(mean_square, v_model**2 / 2, rtol=1e-3)
assert np.allclose(absorption, universal, rtol=1e-4)

lattice_table = []
for ratio in (0.1, 0.2, 0.5, 1.0):
    absorption = lattice_response(ratio * hopping)[2]
    assert abs(absorption[0] / absorption[1] - 1) < 1e-5   # isotropy
    lattice_table.append((ratio, absorption[0]))
deviation = [a / universal - 1 for _, a in lattice_table]
assert abs(deviation[1] / deviation[0] - 4) < 0.1   # quadratic onset


# ---------- sheet optics against a very thin absorbing slab ----------
conductivity = 0.25
t_sheet = 1 / (1 + 2 * np.pi * conductivity / c)
r_sheet = t_sheet - 1
transmitted, reflected = t_sheet**2, r_sheet**2
absorbed_full = universal / (1 + universal / 2)**2

w_slab, thickness = 0.05, 1e-3
index = np.sqrt(1 + 4j * np.pi * conductivity / (w_slab * thickness))
surface = (1 - index) / (1 + index)
pass_phase = np.exp(1j * index * w_slab * thickness / c)
denominator = 1 - surface**2 * pass_phase**2
t_slab = (1 - surface**2) * pass_phase / denominator
r_slab = surface * (1 - pass_phase**2) / denominator
assert abs(abs(t_slab)**2 / transmitted - 1) < 1e-5
assert abs(abs(r_slab)**2 / reflected - 1) < 1e-3
assert abs((1 - abs(t_slab)**2 - abs(r_slab)**2) / absorbed_full - 1) < 1e-4


# ---------- worked example ----------
print(f"fine-structure constant alpha = {alpha:.8f}")
print(f"pi*alpha = {universal:.6f} = {100 * universal:.3f} percent")
w, e0 = 0.05, 1e-5
intensity = c * e0**2 / (8 * np.pi)
print(f"photon energy = {w:.3f} hartree, field E0 = {e0:.1e} a.u.")
print(f"incident intensity = {intensity:.4e} a.u.")
for v in (0.4, 0.8):
    joint_density = w / (2 * np.pi * v**2)
    coupling = v**2 * e0**2 / (8 * w**2)
    rate = 2 * np.pi * joint_density * coupling
    power = w * rate
    assert abs(power / intensity / universal - 1) < 1e-12
    print(f"v = {v:.1f} a.u.: resonant k = {w / (2 * v):.5f} a.u.")
    print(f"  joint density of states = {joint_density:.5f} a.u.")
    print(f"  mean square coupling = {coupling:.4e} a.u.")
    print(f"  transition rate per area = {rate:.4e} a.u.")
    print(f"  absorbed power per area = {power:.4e} a.u.")
    print(f"  absorbed fraction = {power / intensity:.6f}")

print("sheet with its own radiated field, undoped:")
print(f"  transmitted = {100 * transmitted:.3f} percent")
print(f"  reflected = {100 * reflected:.4f} percent")
print(f"  absorbed = {100 * absorbed_full:.3f} percent")

mu, kT = 0.01, 0.001
print(f"doped sheet: mu = {mu:.3f} hartree, kT = {kT:.4f} hartree")
print(f"  kT corresponds to {kT * hartree_K:.1f} K")
print(f"  threshold 2mu = {2 * mu:.3f} hartree = {2 * mu * hartree_eV:.3f} eV")
for w in (0.010, 0.016, 0.020, 0.024, 0.030):
    factor = blocking_factor(w, mu, kT)
    print(f"  w = {w:.3f} hartree: F = {factor:.5f}, "
          f"absorbed = {100 * universal * factor:.4f} percent")

print("pulse propagation (absorbed fraction of incident energy):")
for v, w0, undoped, blocked, warm, warm_formula in pulse_results:
    print(f"  v = {v:.1f} a.u., center w0 = {w0:.2f} hartree")
    print(f"    undoped = {undoped:.6f}")
    print(f"    mu = 0.7 w0, cold: below 1e-6 is {abs(blocked) < 1e-6}")
    print(f"    mu = 0.5 w0, kT = 0.04 w0: {warm:.6f}, "
          f"formula {warm_formula:.6f}")

print(f"lattice: t = {hopping:.2f} hartree, bond = {bond:.4f} bohr")
for (ratio, a), dev in zip(lattice_table, deviation):
    print(f"  w/t = {ratio:.1f}: absorbed = {100 * a:.4f} percent, "
          f"excess over pi*alpha = {100 * dev:.3f} percent")
print("every check passed")
```

Printed output:

```
fine-structure constant alpha = 0.00729735
pi*alpha = 0.022925 = 2.293 percent
photon energy = 0.050 hartree, field E0 = 1.0e-05 a.u.
incident intensity = 5.4525e-10 a.u.
v = 0.4 a.u.: resonant k = 0.06250 a.u.
  joint density of states = 0.04974 a.u.
  mean square coupling = 8.0000e-10 a.u.
  transition rate per area = 2.5000e-10 a.u.
  absorbed power per area = 1.2500e-11 a.u.
  absorbed fraction = 0.022925
v = 0.8 a.u.: resonant k = 0.03125 a.u.
  joint density of states = 0.01243 a.u.
  mean square coupling = 3.2000e-09 a.u.
  transition rate per area = 2.5000e-10 a.u.
  absorbed power per area = 1.2500e-11 a.u.
  absorbed fraction = 0.022925
sheet with its own radiated field, undoped:
  transmitted = 97.746 percent
  reflected = 0.0128 percent
  absorbed = 2.241 percent
doped sheet: mu = 0.010 hartree, kT = 0.0010 hartree
  kT corresponds to 315.8 K
  threshold 2mu = 0.020 hartree = 0.544 eV
  w = 0.010 hartree: F = 0.00669, absorbed = 0.0153 percent
  w = 0.016 hartree: F = 0.11920, absorbed = 0.2733 percent
  w = 0.020 hartree: F = 0.50000, absorbed = 1.1463 percent
  w = 0.024 hartree: F = 0.88080, absorbed = 2.0193 percent
  w = 0.030 hartree: F = 0.99331, absorbed = 2.2772 percent
pulse propagation (absorbed fraction of incident energy):
  v = 0.4 a.u., center w0 = 0.05 hartree
    undoped = 0.022924
    mu = 0.7 w0, cold: below 1e-6 is True
    mu = 0.5 w0, kT = 0.04 w0: 0.011904, formula 0.011905
  v = 0.8 a.u., center w0 = 0.03 hartree
    undoped = 0.022924
    mu = 0.7 w0, cold: below 1e-6 is True
    mu = 0.5 w0, kT = 0.04 w0: 0.011904, formula 0.011905
lattice: t = 0.10 hartree, bond = 2.6667 bohr
  w/t = 0.1: absorbed = 2.2951 percent, excess over pi*alpha = 0.111 percent
  w/t = 0.2: absorbed = 2.3028 percent, excess over pi*alpha = 0.447 percent
  w/t = 0.5: absorbed = 2.3588 percent, excess over pi*alpha = 2.889 percent
  w/t = 1.0: absorbed = 2.5950 percent, excess over pi*alpha = 13.194 percent
every check passed
```
